# Zero gaps in CCSD and screening in the electron gas

Four electrons on a four-site Hubbard ring, with on-site repulsion $U=1$ in units of the hopping, have an orbital gap of zero. Second-order perturbation theory (MP2) divides by that zero, and its energy is infinite. CCSD, coupled cluster with single and double excitations, gives $-3.3439$, and exact diagonalization of the model gives $-3.3408$. How can CCSD be finite, if its iterations also divide by orbital-energy differences?

## The counter-example

The ring has plane-wave orbitals with momenta $0,\pi/2,-\pi/2,\pi$ and energies $-2\cos k=-2,0,0,2$. The reference doubly occupies $0$ and $\pi/2$. With half an electron of each spin per site, its energy is $2(-2)+4U/4=-3$. The uniform mean field shifts all levels equally, so the gap between $\pi/2$ and $-\pi/2$ remains zero.

The interaction can move the pair at $\pi/2$ to $-\pi/2$: the total momentum changes by $2\pi$, which the lattice allows. The matrix element has magnitude $U/4=0.25$, and the MP2 term is $-(0.25)^2/0$. Single excitations change the total momentum by a nonzero amount smaller than $2\pi$, so their amplitudes vanish.

To see what CCSD does with this pair, keep two configurations, separated by $D$ and coupled by $v>0$:
$$H=\begin{pmatrix}0&v\\v&D\end{pmatrix},\qquad \psi=\begin{pmatrix}1\\t\end{pmatrix}.$$
Here $D$ is also taken as the orbital-energy difference of the pair. The first row of $H\psi=E\psi$ gives $E=vt$. The second gives $v+Dt=Et$, hence
$$R(t)=v+Dt-vt^2=0,\qquad E=vt=\tfrac12\left(D-\sqrt{D^2+4v^2}\right)$$
for the lower state. The difference $D$ multiplies $t$; nothing is divided by it. Dropping $t^2$ gives MP2, $E=-v^2/D$. For $v=0.25$:

- $D=1$: $-0.0590$, against $-0.0625$ in MP2.
- $D=0.1$: $-0.2050$, against $-0.6250$.
- $D=0$: $t=-1$ and $E=-0.25$, against $-\infty$.

In the full ring calculation the corresponding amplitude has magnitude $1.007$. The CCSD energy lies $0.0031$ below the exact one, which is possible because CCSD is not variational.

The division enters through the solver, which repeats
$$t\leftarrow t-P^{-1}R(t).$$
For any invertible $P$, a fixed point requires $P^{-1}R=0$, hence $R=0$. The preconditioner $P$ affects whether and how fast a root is reached, and possibly which one, but it does not alter the roots. Choosing $P=D$ fails at $D=0$. In the pair model with $D=0$, the error near $t=-1$ is multiplied by $1-2v/P$ per step, so any $P>v$ converges locally. For the ring, $P$ equal to the orbital-energy differences plus 1, and $P=6$ for every amplitude, both give $-3.34390484$.

## Why this does not settle the case of metals

MP2 also solves an equation without division, $v+Dt=0$. In a metal each of its amplitudes can be finite while their sum diverges. The absence of division therefore cannot prove that the energy per electron is finite.

Take the unpolarized uniform electron gas in a large volume $V$, with a neutralizing background that removes momentum transfer $q=0$. Momenta are in units of $k_F$, lengths in $1/k_F$ and energies in $k_F^2$ hartree, so the Coulomb interaction is $v=4\pi/(k_Fq^2)$. Momentum conservation removes single excitations, and CCSD becomes coupled-cluster doubles (CCD).

The direct-ring part of CCD keeps the terms in which excitations $\mathbf k\to\mathbf k+\mathbf q$ and $\mathbf k'\to\mathbf k'-\mathbf q$ interact through $v(q)$, and drops exchange. With excitation energies $\Delta$ and sums over momentum and spin,
$$(\Delta_k+\Delta_{k'})t_{kk'}+\frac vV\Big(1+\sum_p t_{kp}\Big)\Big(1+\sum_p t_{pk'}\Big)=0.$$
The product contains the bare interaction, two linear ring terms and a quadratic one.

Group excitations of equal energy into nodes with density $n_i$ per volume. Define $u_i=\sqrt{n_i}$ and $T_{ij}=V\sqrt{n_in_j}\,t_{ij}$. Then $1+\sum_pt_{ip}=g_i/u_i$ with $g=u+Tu$. Multiplying the equation by $V\sqrt{n_in_j}$ gives
$$(\Delta_i+\Delta_j)T_{ij}+v\,g_ig_j=0. \tag{1}$$
The energy is $\frac12\sum_{\mathbf q}w(q)$ with $w=v\,u^{\mathsf T}Tu$. Replacing the sum by $V\int d^3q/(2\pi)^3$ and using $N=V/(3\pi^2)$,
$$\frac EN=\frac34k_F^2\int_0^\infty q^2w(q)\,dq\quad\text{hartree}. \tag{2}$$

**MP2.** At small $q$, let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then $\Delta\simeq q\mu$ with $0<\mu<1$, and the occupied states that can be excited fill a shell of thickness $q\mu$. With two spins,
$$dn=\frac{2}{(2\pi)^3}\,2\pi\,q\mu\,d\mu=\frac{q\mu\,d\mu}{2\pi^2},\qquad v\sum_in_i\simeq\frac{4\pi}{k_Fq^2}\frac{q}{4\pi^2}=\frac1{\pi k_Fq}. \tag{3}$$
MP2 sets $g=u$ in (1), so
$$w_2=-v^2\sum_{ij}\frac{n_in_j}{\Delta_i+\Delta_j}\simeq-\frac{4I}{\pi^2k_F^2q^3},\qquad I=\int_0^1\!\!\int_0^1\frac{\mu\mu'}{\mu+\mu'}\,d\mu\,d\mu'.$$
The inner integral gives $I=\frac12-\int_0^1\mu^2[\ln(1+\mu)-\ln\mu]\,d\mu$. Integration by parts makes the remaining integral $\frac23\ln2-\frac16$, so $I=\frac23(1-\ln2)$. By (2), momenta above a cutoff $q_{\min}$ contribute
$$\frac{E_2}{N}=-\frac{2}{\pi^2}(1-\ln2)\ln\frac1{q_{\min}}+\text{const}\quad\text{hartree},$$
or $-0.1432$ hartree for each factor of ten in $q_{\min}$.

Hartree–Fock orbital energies weaken this divergence without removing it. The exchange energy is
$$-\frac1{\pi k_F}\left[1+\frac{1-k^2}{2k}\ln\left|\frac{1+k}{1-k}\right|\right].$$
At a distance $\delta$ from the Fermi surface its bracket changes by about $\delta\ln(2/\delta)$. The distances of hole and particle add to $q\mu$, so $\Delta\simeq q\mu\,[1+(\ln(1/q)+O(1))/(\pi k_F)]$. The energy integrand becomes proportional to $1/[q(a+b\ln(1/q))]$ with $b/a$ finite and positive. Its integral still diverges, as $\ln\ln(1/q_{\min})$.

## The general statement and its proof

A vanishing gap does not by itself make CCSD infinite. In the electron gas, the ring terms make the ring energy per electron finite.

Let $\mathcal D$ be the diagonal matrix of the $\Delta_i>0$, $K=v\,uu^{\mathsf T}$ and $S=1+T$. Since $vgg^{\mathsf T}=SKS$, equation (1) reads
$$\mathcal DS+S\mathcal D-2\mathcal D+SKS=0.$$
Multiply by $S^{-1}$ on both sides and write $S^{-1}=(1+Y)/2$:
$$\tfrac12(1+Y)\mathcal D+\tfrac12\mathcal D(1+Y)-\tfrac12(1+Y)\mathcal D(1+Y)+K=0.$$
The terms linear in $Y$ cancel, leaving
$$Y\mathcal DY=\mathcal D+2K.$$
Multiplying by $\mathcal D^{1/2}$ on both sides gives
$$(\mathcal D^{1/2}Y\mathcal D^{1/2})^2=M,\qquad M=\mathcal D^2+2\mathcal D^{1/2}K\mathcal D^{1/2}.$$
Because $M$ is positive, it has a positive square root. This defines a positive $Y$ and hence a solution $T=2(1+Y)^{-1}-1$, the one that goes to zero with the interaction. The eigenvalues $\Omega_i$ of $\sqrt M$ are the excitation energies of the random-phase approximation (RPA).

For the energy, let $C=\mathcal D+SK$. The ring equation gives $CS=(2-S)\mathcal D=SY\mathcal D$, so $C=S(Y\mathcal D)S^{-1}$. Thus $C$ has the same eigenvalues as $Y\mathcal D$, and therefore as $\sqrt M$. Also $\operatorname{Tr}C=\sum\Delta_i+v\sum n_i+w$. Hence
$$w=\sum_i\Omega_i-\sum_i\Delta_i-v\sum_in_i. \tag{4}$$

Now set $Z=\sqrt M-\mathcal D$. Squaring $\mathcal D+Z$ gives
$$\mathcal DZ+Z\mathcal D+Z^2=2\mathcal D^{1/2}K\mathcal D^{1/2}. \tag{5}$$
The matrix $Z$ has no negative eigenvalue. If $Zx=\lambda x$ with $\lambda<0$ and $x$ normalized, positivity of $\mathcal D+Z$ gives $x^{\mathsf T}\mathcal Dx>|\lambda|$. The left side of (5) then has expectation value $2\lambda x^{\mathsf T}\mathcal Dx+\lambda^2<-\lambda^2$, while the right side cannot be negative. So $\operatorname{Tr}Z\ge0$, and (4) gives $w\ge-v\sum n_i$. Multiplying (5) by $\mathcal D^{-1}$ and taking the trace gives $2\operatorname{Tr}Z+\operatorname{Tr}(\mathcal D^{-1}Z^2)=2v\sum n_i$. Therefore
$$w=-\tfrac12\operatorname{Tr}(\mathcal D^{-1}Z^2),\qquad -v\sum_in_i\le w\le0. \tag{6}$$

By (3), $q^2|w|$ is at most of order $q$ at small $q$, so the infrared integral converges. At large $q$, $\sum n_i=1/(3\pi^2)$ and the smallest excitation energy is $\Delta_{\min}=q(q/2-1)$. Since $\operatorname{Tr}Z^2\le(\operatorname{Tr}Z)^2\le(v\sum n_i)^2$, equation (6) gives $|w|\le(v\sum n_i)^2/(2\Delta_{\min})$. Thus $q^2|w|$ falls at least as fast as $q^{-4}$, and the ring energy per electron is finite. The infrared bound holds for any positive $\Delta_i$, including Hartree–Fock ones.

**Physical meaning.** $M$ differs from $\mathcal D^2$ by a matrix of rank one, so each $\Omega_i$ except the highest lies between neighbouring $\Delta_i$. For free-electron energies these are at most of order $q$, and the highest $\Omega$ tends to
$$\omega_p=\Big(2v\sum_in_i\Delta_i\Big)^{1/2}=\left(\frac{4}{3\pi k_F}\right)^{1/2},$$
the plasma energy. Equation (4) becomes
$$w=-\frac1{\pi k_Fq}+\omega_p+O(q).$$
Screening has replaced $q^{-3}$ by $q^{-1}$. The ring energy omitted below $q_{\min}$ is, to leading order, $-(3k_F/8\pi)q_{\min}^2$ hartree.

The linear ring terms already suffice for infrared convergence. Without the quadratic term, $AT+TA=-K$ with $A=\mathcal D+K$, so $T=-\int_0^\infty e^{-As}Ke^{-As}ds$ has no positive eigenvalue. The trace gives $w=-\frac12v\sum n_i-\operatorname{Tr}(\mathcal DT)$. Moreover $|\operatorname{Tr}T|=\frac12\operatorname{Tr}(KA^{-1})<\frac12$, so the last term is at most half the largest $\Delta_i$, which is of order $q$. The linear terms give half the leading coefficient, and the quadratic term restores the other half.

## Numbers at $r_s=4$

Here $k_F=0.4798$ inverse bohr. If $q_{\min}=2\pi/L$ is the smallest momentum in a cubic cell of side $L$, then $N=(2\pi/q_{\min})^3/(3\pi^2)$. The energies below are not finite-cell results. They are the continuum integral (2) with momenta below $q_{\min}$ left out, and $N$ only indicates the cell size that has this smallest momentum. With free-electron orbital energies, the energies per electron in hartree are:

| $q_{\min}$ | $N$ | MP2, direct | linear ring | full ring |
|---|---|---|---|---|
| 0.1 | $8.4\times10^3$ | $-0.1689$ | $-0.04154$ | $-0.04628$ |
| 0.01 | $8.4\times10^6$ | $-0.3120$ | $-0.04182$ | $-0.04680$ |
| 0.001 | $8.4\times10^9$ | $-0.4552$ | $-0.04183$ | $-0.04681$ |

From the second row to the third, MP2 changes by $-0.4552+0.3120=-0.1432$, as derived. The full ring changes by $-5.6\times10^{-6}$, against $-5.7\times10^{-6}$ from its limiting law. Its final value, $-0.0468$ hartree or $-1.27$ eV, agrees with the RPA frequency integral over the analytic Lindhard function. The numerical check also confirms the Hartree–Fock logarithm and both leading ring coefficients.

## What remains difficult or unproved

A finite energy does not guarantee an easy iteration. A change $\delta T$ changes the left side of (1) by $C\,\delta T+\delta T\,C^{\mathsf T}$, so the Jacobian has eigenvalues $\Omega_i+\Omega_j$. They are positive but reach down to zero in a metal. Division by bare energy differences meets a separate difficulty. Starting from $T=0$, its first step is MP2, whose $w_2$ exceeds the leading ring value $-1/(\pi k_Fq)$ by the factor $4I/(\pi k_Fq^2)$, about 54 at $q=0.1$, and each later step is quadratic in the amplitudes. At $q=0.1$, on a grid of 36 nodes, this iteration sends an element $T_{ij}$ above $10^8$ at step 3, while Newton's method gives $w=-5.756$.

The proof covers the ring part, whose energy omits exchange and ladder correlation and is not the full CCSD energy. For the remaining CCD terms there is a power-counting argument. With antisymmetrized amplitudes, the Coulomb factor in each of them carries a momentum other than $q$, either fixed by the other external labels or summed over. A fixed momentum such as $\mathbf k+\mathbf q-\mathbf k'$ is small only in a small region of the labels, where $\mathbf k$ and $\mathbf k'$ nearly coincide. This suggests that these terms are weaker at small $q$ than the ring factor $v\sum n_i\propto1/q$, but they are not estimated here. If they are weaker and a regular solution exists, one expects the ring balance to fix its leading small-$q$ behaviour and the full CCSD energy per electron to be finite as well. This makes a finite CCSD energy per electron plausible for the electron gas, but it is not a proof.

## Table of computed values

```
HUBBARD RING, 4 sites, 4 electrons; energies in units of hopping
interaction U                        1.000
orbital gap                          0.000
integral over the zero denominator   0.2500
reference energy                     -3.000000
CCSD, P = differences + 1            -3.34390484
CCSD, P = 6 for every amplitude      -3.34390484
exact diagonalization                -3.34084762
size of the zero-gap amplitude       1.007125
one pair, v=0.25, D=0.0: CCD -0.25000, MP2 infinite
one pair, v=0.25, D=0.1: CCD -0.20495, MP2 -0.62500
one pair, v=0.25, D=1.0: CCD -0.05902, MP2 -0.06250
ELECTRON GAS rs = 4.0 bohr, kf = 0.47979 1/bohr
energy per electron in hartree, momenta below qmin left out
qmin/kf  electrons   MP2 direct  linear ring  full ring
0.100     8.38e+03    -0.16892    -0.041542   -0.046284
0.010     8.38e+06    -0.31203    -0.041824   -0.046800
0.001     8.38e+09    -0.45521    -0.041827   -0.046806
RPA from Lindhard function           -0.046805 hartree
full ring energy per electron        -1.2736 eV
contribution of 0.001 < q/kf < 0.01, in hartree:
  MP2 computed -0.14318, logarithmic law -0.14318
  ring computed -5.616e-06, limiting law -5.670e-06
ring remainder below 0.001 kf        -5.7e-08 hartree
q=0.01 kf: w/leading, full ring      0.9859
q=0.01 kf: w/leading, linear ring    0.4999
q=0.01 kf: w - leading               0.2150 hartree
plasma energy sqrt(3/rs^3)           0.2165 hartree
q=0.1 kf: lowest RPA energy on grid  9.27e-05 hartree
q=0.1 kf: highest (plasmon)          0.2172 hartree
q=3 kf: w by division, by Newton     -0.00110185 -0.00110185
q=0.1 kf: division exceeds 1e8 at step 3
q=0.1 kf: w by Newton (kf^2 hartree) -5.75631
MP2 integrand, HF/free energies, q=1e-02 kf: 0.1938
MP2 integrand, HF/free energies, q=1e-04 kf: 0.1216
MP2 integrand, HF/free energies, q=1e-08 kf: 0.0698
MP2 integrand, HF/free energies, q=1e-12 kf: 0.0489
slope of inverse ratio in ln(1/q)    0.6636
1/(pi kf)                            0.6634
HF energies, ring w/leading, q=0.001 0.9964
```
